**Pair-energy bound and special points of the fcc lattice**

For site occupations n(R) = 0 or 1 with mean c, the pair energy per site is at least ½V(0)c² + ½V_min c(1 − c), where V(k) is the lattice Fourier transform of the pair interaction, V(0) its value at k = 0 and V_min its minimum over all k. The program asserts this bound for every occupation of a 16-site and an 8-site periodic cell, for three sets of first- and second-shell interactions V1 and V2. It also applies all 48 cubic operations to a grid of wavevectors and asserts that the points where symmetry forces a zero gradient are those of the Γ, X, W and L families, 14 per primitive reciprocal cell. For 200 random pairs V1, V2 it asserts that the grid minimum lies at the special point predicted by the derived rule. The output shows L1_0, L1_2, a W-wave structure and L1_1 reaching the bound in their respective cases, while D0_22 stays 2.5 meV per site above it when the minimum is at W and c = ¼. It also shows a saddle at L for V1 alone, and a competing-shell interaction whose lowest value found, −900 meV, lies away from all four families.

## Check in Python

```python
"""
Result under test: for occupations n(R)=0,1 of mean c on the fcc lattice,
  E/N = (1/2N) sum V(R-R') n(R) n(R') >= V(0)c^2/2 + Vmin c(1-c)/2,
where V(k) = sum_R V(R) exp(-i k.R) and Vmin is its minimum over k.
Cubic symmetry makes V(k) stationary at Gamma, X, W and L, and forces
this at no other point. Stationary does not imply extremal.
Positions are integer triples in units a/2 (even sum); k is in 2pi/a.
Grid wavevectors are stored as integers in units (1/12)(2pi/a).
Energies are in meV; V1, V2, V4 are first, second, fourth shell values.
"""
import itertools
import numpy as np
from scipy.optimize import minimize

rng = np.random.default_rng(7)
OPS = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.zeros((3, 3), dtype=int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        OPS.append(g)
SPECIAL = {"Gamma": (0, 0, 0), "X": (1, 0, 0),
           "W": (1, 0.5, 0), "L": (0.5, 0.5, 0.5)}


def images(v):
    return sorted({tuple(int(x) for x in g @ np.array(v)) for g in OPS})


def interaction(shells):
    """List of neighbour vectors and their pair energies."""
    vectors, values = [], []
    for v, energy in shells.items():
        for r in images(v):
            vectors.append(r)
            values.append(energy)
    return np.array(vectors), np.array(values, dtype=float)


def two_shell(v1, v2):
    return interaction({(1, 1, 0): v1, (2, 0, 0): v2})


def v_k(k, inter):
    vectors, values = inter
    phase = np.pi * (np.asarray(k, dtype=float) @ vectors.T)
    return (np.exp(-1j * phase) @ values).real


def gradient(k, inter, h=1e-4):
    k = np.array(k, dtype=float)
    return np.array([(v_k(k + h * e, inter) - v_k(k - h * e, inter)) / (2 * h)
                     for e in np.eye(3)])


def couplings(sites, cell, inter):
    """Pair energies between sites, summed over all periodic images."""
    inverse = np.linalg.inv(cell)
    J = np.zeros((len(sites), len(sites)))
    for i, r in enumerate(sites):
        for d, energy in zip(*inter):
            s = (r + d - sites) @ inverse
            J[i, np.all(np.abs(s - np.round(s)) < 1e-8, axis=1)] += energy
    return J


def box_sites(nx, ny, nz):
    return np.array([p for p in itertools.product(range(nx), range(ny),
                                                  range(nz)) if sum(p) % 2 == 0])


def energy_per_site(n, J):
    return 0.5 * n @ J @ n / len(n)


def all_configurations(size):
    return ((np.arange(2**size)[:, None] >> np.arange(size)) & 1).astype(float)


# Points whose little co-group leaves no nonzero vector fixed
Q = np.array(list(itertools.product(range(24), repeat=3)))
fixed_sum = np.zeros((len(Q), 3, 3), dtype=int)
order = np.zeros(len(Q), dtype=int)
for g in OPS:
    d = Q @ g.T - Q
    parity = (d // 12) % 2
    same = (np.all(d % 12 == 0, axis=1) & (parity[:, 0] == parity[:, 1])
            & (parity[:, 1] == parity[:, 2]))
    fixed_sum[same] += g
    order[same] += 1
forced = np.all(fixed_sum == 0, axis=(1, 2))


def star(k):
    q = tuple(int(round(12 * x)) for x in k)
    return {tuple((x + s) % 24 for x in p) for p in images(q) for s in (0, 12)}


stars = {name: star(k) for name, k in SPECIAL.items()}
forced_set = {tuple(int(x) for x in q) for q in Q[forced]}
assert forced_set == set().union(*stars.values())
print("Symmetry-forced stationary points per primitive reciprocal cell")
for name, k in SPECIAL.items():
    q = np.array([int(round(12 * x)) for x in k])
    here = np.all(Q == q, axis=1)
    print(f"  {name}: {len(stars[name]) // 2} points,"
          f" little co-group order {order[here][0]}")
print(f"  total: {len(forced_set) // 2}")

# The first two shells alone already single out the same points
both_zero = np.ones(len(Q), dtype=bool)
for v in ((1, 1, 0), (2, 0, 0)):
    R = np.array(images(v))
    slope = -np.pi * np.sin(np.pi * (Q / 12) @ R.T) @ R
    both_zero &= np.max(np.abs(slope), axis=1) < 1e-9
assert np.array_equal(both_zero, forced)

# Random long-range interaction, with and without cubic symmetry
near = [v for v in itertools.product(range(-4, 5), repeat=3)
        if sum(v) % 2 == 0 and 0 < sum(x * x for x in v) <= 16]
orbits = {tuple(sorted(map(abs, v))) for v in near}
cubic = interaction({v: 100 * rng.normal() / sum(x * x for x in v)
                     for v in sorted(orbits)})
raw = {v: 100 * rng.normal() / sum(x * x for x in v) for v in near}
low = (np.array(near),
       np.array([0.5 * (raw[v] + raw[tuple(-x for x in v)]) for v in near]))
for name, k in SPECIAL.items():
    assert np.linalg.norm(gradient(k, cubic)) < 1e-4
    if name != "W":
        assert np.linalg.norm(gradient(k, low)) < 1e-4
slope_K = np.linalg.norm(gradient((0.75, 0.75, 0), cubic))
slope_W = np.linalg.norm(gradient(SPECIAL["W"], low))
assert slope_K > 1 and slope_W > 1
print("Gradient norms for random interactions, meV/(2pi/a)")
print(f"  cubic, at K=(3/4 3/4 0): {slope_K:.1f}")
print(f"  cubic symmetry broken, at W: {slope_W:.1f}")

# Two-shell minimum: region rule against a search over the whole grid
F1 = v_k(Q / 12, two_shell(1, 0))
F2 = v_k(Q / 12, two_shell(0, 1))
for v1, v2 in rng.uniform(-100, 100, (200, 2)):
    if v1 > 0:
        winner = "X" if v2 < 0 else ("W" if v2 < v1 / 2 else "L")
    else:
        winner = "Gamma" if v2 < -v1 else "L"
    formula = {"Gamma": 12*v1 + 6*v2, "X": -4*v1 + 6*v2,
               "W": -4*v1 + 2*v2, "L": -6*v2}
    for name, k in SPECIAL.items():
        assert abs(v_k(k, two_shell(v1, v2)) - formula[name]) < 1e-8
    assert abs(np.min(v1 * F1 + v2 * F2) - formula[winner]) < 1e-8

# Sixteen-site cell 2a x 2a x a and eight-site doubled primitive cell
sites16, cell16 = box_sites(4, 4, 2), np.diag([4, 4, 2])
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
sites8 = np.array(list(itertools.product((0, 1), repeat=3))) @ primitive
cell8 = 2 * primitive
configs16, configs8 = all_configurations(16), all_configurations(8)

# Reduction of a binary alloy to one effective interaction
AA, BB, AB = [two_shell(*rng.uniform(-100, 100, 2)) for _ in range(3)]
JAA, JBB, JAB = [couplings(sites16, cell16, t) for t in (AA, BB, AB)]
n = configs16[12345]
m = 1 - n
direct = 0.5 * (n @ JAA @ n + m @ JBB @ m + 2 * n @ JAB @ m) / 16
effective = (AA[0], AA[1] + BB[1] - 2 * AB[1])
reduced = (0.5 * BB[1].sum() + (AB[1].sum() - BB[1].sum()) * n.mean()
           + energy_per_site(n, couplings(sites16, cell16, effective)))
assert abs(direct - reduced) < 1e-8

# Allowed wavevectors of the 16-site cell; this list holds each one twice
K16 = np.array([(h / 2, k / 2, l) for h in range(4)
                for k in range(4) for l in range(2)])


def weights(n):
    return np.abs(np.exp(-1j * np.pi * K16 @ sites16.T) @ n / 16)**2 / 2


J_random = couplings(sites16, cell16, cubic)
for n in configs16[rng.integers(0, 2**16, 20)]:
    w = weights(n)
    assert abs(w.sum() - n.mean()) < 1e-12
    assert abs(0.5 * w @ v_k(K16, cubic) - energy_per_site(n, J_random)) < 1e-8


def lower_bound(c, v0, vmin):
    return 0.5 * v0 * c**2 + 0.5 * vmin * c * (1 - c)


def occupation(sites, positions):
    return np.array([float(tuple(r) in positions) for r in sites])


L12 = occupation(sites16, {(0, 0, 0), (2, 0, 0), (0, 2, 0), (2, 2, 0)})
D022 = occupation(sites16, {(0, 0, 0), (2, 1, 1), (0, 2, 0), (2, 3, 1)})
L10 = 0.5 + 0.5 * np.cos(np.pi * sites16 @ np.array([0, 0, 1]))
W_wave = 0.5 + np.sqrt(0.5) * np.cos(
    np.pi * sites16 @ np.array([1, 0.5, 0]) + np.pi / 4)
L11 = 0.5 + 0.5 * np.cos(np.pi * sites8 @ np.array([0.5, 0.5, 0.5]))
for wave in (L10, W_wave, L11):
    assert np.allclose(wave * (1 - wave), 0, atol=1e-12)
    assert abs(wave.mean() - 0.5) < 1e-12

for target, v1, v2 in (("X", 100, -20), ("W", 100, 20), ("L", 100, 80)):
    inter = two_shell(v1, v2)
    values = {name: float(v_k(k, inter)) for name, k in SPECIAL.items()}
    v0, vmin = values["Gamma"], float(np.min(v1 * F1 + v2 * F2))
    assert abs(vmin - values[target]) < 1e-8
    print(f"Minimum at {target}: V1 = {v1} meV, V2 = {v2} meV")
    print("  V(k) in meV: " + ", ".join(f"{a} {b:.1f}"
                                        for a, b in values.items()))
    lowest = {}
    for sites, cell, configs in ((sites16, cell16, configs16),
                                 (sites8, cell8, configs8)):
        J = couplings(sites, cell, inter)
        E = 0.5 * np.sum((configs @ J) * configs, axis=1) / len(sites)
        c = configs.mean(axis=1)
        assert np.min(E - lower_bound(c, v0, vmin)) > -1e-8
        for x in (0.25, 0.5):
            lowest[len(sites), x] = np.min(E[np.abs(c - x) < 1e-12])
    J16 = couplings(sites16, cell16, inter)
    quarter, half = lower_bound(0.25, v0, vmin), lower_bound(0.5, v0, vmin)
    if target == "L":
        e11 = energy_per_site(L11, couplings(sites8, cell8, inter))
        assert abs(e11 - half) < 1e-8 and abs(lowest[8, 0.5] - half) < 1e-8
        print(f"  c=1/2: bound {half:.2f}, 8-site minimum"
              f" {lowest[8, 0.5]:.2f}, L1_1 {e11:.2f} meV/site")
        continue
    structure, label = (L10, "L1_0") if target == "X" else (W_wave, "W wave")
    e_half = energy_per_site(structure, J16)
    e12, e22 = energy_per_site(L12, J16), energy_per_site(D022, J16)
    assert abs(e_half - half) < 1e-8 and abs(lowest[16, 0.5] - half) < 1e-8
    if target == "X":
        assert abs(e12 - quarter) < 1e-8
        assert abs(lowest[16, 0.25] - quarter) < 1e-8
    else:
        assert abs(e22 - quarter - v2 / 8) < 1e-8
        assert abs(lowest[16, 0.25] - e22) < 1e-8 and e12 > e22 + 1
    print(f"  c=1/2: bound {half:.2f}, 16-site minimum"
          f" {lowest[16, 0.5]:.2f}, {label} {e_half:.2f} meV/site")
    print(f"  c=1/4: bound {quarter:.2f}, 16-site minimum"
          f" {lowest[16, 0.25]:.2f} meV/site")
    print(f"  c=1/4: L1_2 {e12:.2f}, D0_22 {e22:.2f} meV/site")

# Spectral weight of D0_22 on each star
w = weights(D022)
share = {name: sum(w[i] for i, k in enumerate(K16)
                   if tuple(int(round(12 * x)) for x in k) in stars[name])
         for name in SPECIAL}
assert abs(share["X"] - 1/16) < 1e-12 and abs(share["W"] - 1/8) < 1e-12
print("D0_22 spectral weights: " + ", ".join(f"{a} {b:.4f}"
                                            for a, b in share.items()))

# Minimum at Gamma: separated slabs approach the bound
attractive = two_shell(-100, 0)
v0 = float(v_k((0, 0, 0), attractive))
assert abs(np.min(-100 * F1) - v0) < 1e-8
print(f"Phase separation, V1 = -100 meV, V2 = 0, c=1/2:"
      f" bound {lower_bound(0.5, v0, v0):.2f} meV/site")
for length in (4, 8, 16):
    sites = box_sites(2, 2, 2 * length)
    slab = (sites[:, 2] < length).astype(float)
    J = couplings(sites, np.diag([2, 2, 2 * length]), attractive)
    gap = energy_per_site(slab, J) - lower_bound(0.5, v0, v0)
    assert abs(gap - 200 / length) < 1e-8
    print(f"  slab period {length} a: {gap:.2f} meV/site above bound")

# A forced stationary point can be a saddle
nearest, h = two_shell(100, 0), 1e-3
kL, axes = np.array(SPECIAL["L"]), np.eye(3) * h
hessian = np.array([[(v_k(kL + a + b, nearest) - v_k(kL + a - b, nearest)
                      - v_k(kL - a + b, nearest) + v_k(kL - a - b, nearest))
                     / (4 * h * h) for b in axes] for a in axes])
eigenvalues = np.linalg.eigvalsh(hessian)
assert np.allclose(eigenvalues, 400 * np.pi**2 * np.array([-1, -1, 2]),
                   rtol=1e-3)
print("Hessian at L, V1 = 100 meV only, meV/(2pi/a)^2: "
      + ", ".join(f"{x:.0f}" for x in eigenvalues))

# The global minimum can lie away from all special points
competing = interaction({(1, 1, 0): -100, (2, 2, 0): 100})
values = {name: float(v_k(k, competing)) for name, k in SPECIAL.items()}
z = np.linspace(0, 1, 2001)
line = v_k(np.column_stack([0 * z, 0 * z, z]), competing)
cosine = np.cos(np.pi * z)
assert np.allclose(line, 100 * (16 * cosine**2 - 8 * cosine - 8), atol=1e-8)
starts = list(rng.uniform(0, 2, (60, 3))) + [np.array([0, 0, z[line.argmin()]])]
best = min((minimize(v_k, s, args=(competing,), method="BFGS")
            for s in starts), key=lambda result: result.fun)
assert best.fun < min(values.values()) - 1
assert best.fun <= line.min() + 1e-6
folded = [(best.x + s + 1) % 2 - 1 for s in (0, 1)]
k_best = np.sort(np.abs(min(folded, key=np.linalg.norm)))
print("Competing shells: V1 = -100 meV, V4 = 100 meV, others zero")
print("  V(k) in meV: " + ", ".join(f"{a} {b:.1f}" for a, b in values.items()))
print(f"  lowest on (0 0 z): {line.min():.2f} meV at z = {z[line.argmin()]:.4f}")
print(f"  lowest found in full search: {best.fun:.2f} meV at k = ("
      + " ".join(f"{x:.4f}" for x in k_best) + ") 2pi/a")

print("ALL CHECKS PASSED")
```

Output:

```
Symmetry-forced stationary points per primitive reciprocal cell
  Gamma: 1 points, little co-group order 48
  X: 3 points, little co-group order 16
  W: 6 points, little co-group order 8
  L: 4 points, little co-group order 12
  total: 14
Gradient norms for random interactions, meV/(2pi/a)
  cubic, at K=(3/4 3/4 0): 690.7
  cubic symmetry broken, at W: 1676.3
Minimum at X: V1 = 100 meV, V2 = -20 meV
  V(k) in meV: Gamma 1080.0, X -520.0, W -440.0, L 120.0
  c=1/2: bound 70.00, 16-site minimum 70.00, L1_0 70.00 meV/site
  c=1/4: bound -15.00, 16-site minimum -15.00 meV/site
  c=1/4: L1_2 -15.00, D0_22 -10.00 meV/site
Minimum at W: V1 = 100 meV, V2 = 20 meV
  V(k) in meV: Gamma 1320.0, X -280.0, W -360.0, L -120.0
  c=1/2: bound 120.00, 16-site minimum 120.00, W wave 120.00 meV/site
  c=1/4: bound 7.50, 16-site minimum 10.00 meV/site
  c=1/4: L1_2 15.00, D0_22 10.00 meV/site
Minimum at L: V1 = 100 meV, V2 = 80 meV
  V(k) in meV: Gamma 1680.0, X 80.0, W -240.0, L -480.0
  c=1/2: bound 150.00, 8-site minimum 150.00, L1_1 150.00 meV/site
D0_22 spectral weights: Gamma 0.0625, X 0.0625, W 0.1250, L 0.0000
Phase separation, V1 = -100 meV, V2 = 0, c=1/2: bound -300.00 meV/site
  slab period 4 a: 50.00 meV/site above bound
  slab period 8 a: 25.00 meV/site above bound
  slab period 16 a: 12.50 meV/site above bound
Hessian at L, V1 = 100 meV only, meV/(2pi/a)^2: -3948, -3948, 7896
Competing shells: V1 = -100 meV, V4 = 100 meV, others zero
  V(k) in meV: Gamma 0.0, X 1600.0, W 0.0, L 1200.0
  lowest on (0 0 z): -900.00 meV at z = 0.4195
  lowest found in full search: -900.00 meV at k = (0.0000 0.0000 0.4196) 2pi/a
ALL CHECKS PASSED
```
